# Exponentially dark modes of a subwavelength ring of emitters: test program

```python
# Result under test: N emitters on a regular polygon, neighbour distance d,
# dipoles normal to the plane, have angular-momentum modes m with decay rates
#   G_m = sum_p I_(m+pN),
#   I_n = (3N/4) * integral_0^pi sin(t)^3 J_n(a sin t)^2 dt,
# and for d < lambda/2 the darkest rate at large even N is
#   3 (2 pi N)^(-1/2) tanh(alpha)^(-3/2) exp(-N (alpha - tanh alpha)),
# cosh(alpha) = lambda/(2d); odd N has an extra factor cosh(alpha).
# Symbols: a = k R (ring radius times wavenumber), spacing = d/lambda.
# All rates are in units of the single-emitter rate Gamma0.
import numpy as np
import mpmath as mp
from scipy.special import jv, gamma as gamma_function

mp.mp.dps = 110
nodes, weights = np.polynomial.legendre.leggauss(160)


def size_parameter(N, spacing):
    return np.pi * spacing / np.sin(np.pi / N)


def pair_coupling(xi):
    return -0.75 * np.exp(1j * xi) * (1 / xi + 1j / xi**2 - 1 / xi**3)


def diagonalize_ring(N, spacing):
    angle = 2 * np.pi * np.arange(N) / N
    a = size_parameter(N, spacing)
    xy = a * np.column_stack((np.cos(angle), np.sin(angle)))
    H = np.diag(np.full(N, -0.5j))
    for i in range(N):
        for j in range(N):
            if i != j:
                H[i, j] = pair_coupling(np.linalg.norm(xy[i] - xy[j]))
    return H, np.sort(-2 * np.linalg.eigvals(H).imag)


def order_part(n, N, spacing):
    a = size_parameter(N, spacing)
    s = np.sqrt(1 - nodes**2)
    return 0.75 * N * np.sum(weights * s**2 * jv(abs(n), a * s)**2)


def bessel_rate(m, N, spacing):
    return sum(order_part(m + p * N, N, spacing) for p in range(-6, 7))


def site_sum_rates(N, spacing, modes):
    # high-precision sum over sites, free of Bessel functions
    unit = 2 * mp.pi * mp.mpf(str(spacing)) / mp.sin(mp.pi / N)
    damping = [mp.mpf(1)]
    for j in range(1, N):
        x = unit * mp.sin(mp.pi * j / N)
        damping.append(1.5 * (mp.sin(x) / x + mp.cos(x) / x**2
                              - mp.sin(x) / x**3))
    cosines = [mp.cos(2 * mp.pi * j / N) for j in range(N)]
    return [float(mp.fsum(damping[j] * cosines[(m * j) % N]
                          for j in range(N))) for m in modes]


def dark_rate(N, spacing):
    return site_sum_rates(N, spacing, [N // 2])[0]


def exponent_data(cosh_alpha):
    alpha = np.arccosh(cosh_alpha)
    return alpha, np.tanh(alpha), alpha - np.tanh(alpha)


def asymptotic_rate(N, spacing):
    alpha, t, kappa = exponent_data(1 / (2 * spacing))
    value = 3 / np.sqrt(2 * np.pi * N) * t**-1.5 * np.exp(-N * kappa)
    return value * (np.cosh(alpha) if N % 2 else 1.0)


def strict_bound(N, spacing):
    kappa_N = exponent_data(N / (2 * size_parameter(N, spacing)))[2]
    return N / np.sinh(N * kappa_N)


def light_region_bound(m, N, spacing):
    a = size_parameter(N, spacing)
    if m == 0:
        return 0.75 * N * 9 / (32 * a**4)
    return 0.75 * N * (m / a)**4 * jv(m, m)**2 / (m + 2)


# Pair damping: emission integral over all directions against the coupling
phi = 2 * np.pi * np.arange(128) / 128
for xi in (0.7, 2.3, 6.1):
    phase = np.cos(xi * np.sqrt(1 - nodes[:, None]**2) * np.cos(phi))
    integral = np.sum(weights * (1 - nodes**2) * phase.mean(axis=1))
    assert abs(0.75 * integral + 2 * pair_coupling(xi).imag) < 1e-11

# Angular-momentum vectors and rates against direct diagonalization
spacing = 0.25
for N in (7, 10, 11):
    H, rates = diagonalize_ring(N, spacing)
    for m in range(N):
        v = np.exp(2j * np.pi * m * np.arange(N) / N) / np.sqrt(N)
        Hv = H @ v
        assert np.linalg.norm(Hv - np.vdot(v, Hv) * v) < 1e-12
    predicted = np.sort([bessel_rate(m, N, spacing) for m in range(N)])
    assert np.max(np.abs(rates - predicted)) < 1e-11
for N in (20, 40):
    assert abs(bessel_rate(N // 2, N, spacing)
               / dark_rate(N, spacing) - 1) < 1e-8

# The darkest mode is the central one; all rings from 4 to 40 emitters
for N in range(4, 41):
    values = site_sum_rates(N, spacing, range(N // 2 + 1))
    assert int(np.argmin(values)) == N // 2

# Convexity outside the light region
for ratio in (0.25, 0.4):
    N = 40
    a = size_parameter(N, ratio)
    g = site_sum_rates(N, ratio, range(N))
    for m in range(int(np.ceil(a)), int(np.floor(N - a)) + 1):
        assert g[m + 1] + g[m - 1] - 2 * g[m] > 0

# Algebraic lower bounds in the light region, and for all modes at d > lambda/2
wide = 0.6
wide_minimum = {}
for ratio, N in ((0.25, 40), (wide, 40), (wide, 80), (wide, 160)):
    a = size_parameter(N, ratio)
    g = site_sum_rates(N, ratio, range(N // 2 + 1))
    for m in range(min(N // 2, int(a)) + 1):
        assert g[m] >= light_region_bound(m, N, ratio)
    if ratio == wide:
        assert a > N / 2
        wide_minimum[N] = min(g)
turning_constant = gamma_function(1 / 3) / (2**(2 / 3) * 3**(1 / 6) * np.pi)
assert abs(1000**(1 / 3) * jv(1000, 1000) / turning_constant - 1) < 1e-3

# Contour bound and saddle-point value of the Bessel function
for n in (1, 3, 10, 40):
    for x in (0.1, 0.5, 0.9, 0.99):
        kap = exponent_data(1 / x)[2]
        assert abs(jv(n, n * x)) <= np.exp(-n * kap)
alpha, tanh_alpha, kappa = exponent_data(1 / (2 * spacing))
saddle = np.exp(-80 * kappa) / np.sqrt(2 * np.pi * 80 * tanh_alpha)
assert abs(jv(80, 40.0) / saddle - 1) < 0.01

# Strict upper bound and asymptotic law against the high-precision site sum
even_sizes = (4, 6, 8, 10, 20, 40, 80, 160, 320)
dark = {N: dark_rate(N, spacing) for N in even_sizes}
for N in even_sizes:
    assert 0 < dark[N] <= strict_bound(N, spacing)
error = {N: dark[N] / asymptotic_rate(N, spacing) - 1 for N in even_sizes}
for N in (80, 160, 320):
    assert abs(error[N]) < 3 / N
assert 1.8 < error[80] / error[160] < 2.2
assert 1.8 < error[160] / error[320] < 2.2
for N in (81, 161, 321):
    ratio_odd = dark_rate(N, spacing) / asymptotic_rate(N, spacing)
    assert abs(ratio_odd - 1) < 3 / N
assert abs(dark_rate(320, 0.4) / asymptotic_rate(320, 0.4) - 1) < 0.05

# Local exponential slope, including the contribution of the prefactor
slope = {}
for N in (10, 40, 160):
    slope[N] = 0.5 * np.log(dark[N] / dark_rate(N + 2, spacing))
for N in (40, 160):
    assert abs(slope[N] - kappa - 1 / (2 * (N + 1))) < 3 / N**2

# Worked example
print(f"spacing d = {spacing:.2f} lambda")
print(f"alpha = {alpha:.6f} (dimensionless)")
print(f"tanh(alpha) = {tanh_alpha:.6f} (dimensionless)")
print(f"kappa = {kappa:.6f} per emitter")
print(f"exp(-kappa) = {np.exp(-kappa):.6f} factor per added emitter")
print(f"kR at N=10: {size_parameter(10, spacing):.6f} (dimensionless)")
for m in range(6):
    value = bessel_rate(m, 10, spacing)
    print(f"N=10, |m|={m}: rate = {value:.6e} Gamma0")
print(f"N=10, lowest rate by diagonalization = "
      f"{diagonalize_ring(10, spacing)[1][0]:.6e} Gamma0")
pair = 2 * order_part(5, 10, spacing)
print(f"N=10, m=5: orders +5 and -5 together = {pair:.6e} Gamma0")
third = 2 * order_part(15, 10, spacing)
print(f"N=10, m=5: orders +15 and -15 together = {third:.3e} Gamma0")
print("Darkest rate: site sum, asymptotic law, strict bound (Gamma0)")
for N in (4, 6, 8, 10, 20, 40, 80, 160):
    print(f"N={N}: {dark[N]:.5e}, {asymptotic_rate(N, spacing):.5e}, "
          f"{strict_bound(N, spacing):.5e}")
for N in (10, 40, 160):
    print(f"N={N}: relative deviation from law = {100 * error[N]:.3f} %")
for N in (10, 40, 160):
    print(f"N={N} to {N + 2}: slope = {slope[N]:.6f} per emitter")
print(f"N=11: darkest rate = {dark_rate(11, spacing):.5e} Gamma0")
print(f"N=11: asymptotic law = {asymptotic_rate(11, spacing):.5e} Gamma0")
print(f"odd-N prefactor cosh(alpha) = {np.cosh(alpha):.4f} (dimensionless)")
print(f"limit of m^(1/3) J_m(m) = {turning_constant:.6f} (dimensionless)")
for N, value in wide_minimum.items():
    print(f"d={wide:.1f} lambda, N={N}: lowest rate = {value:.5e} Gamma0")
print("no test failed")
```

Printed output:

```
spacing d = 0.25 lambda
alpha = 1.316958 (dimensionless)
tanh(alpha) = 0.866025 (dimensionless)
kappa = 0.450932 per emitter
exp(-kappa) = 0.637034 factor per added emitter
kR at N=10: 2.541602 (dimensionless)
N=10, |m|=0: rate = 4.563294e-01 Gamma0
N=10, |m|=1: rate = 2.772175e+00 Gamma0
N=10, |m|=2: rate = 1.627794e+00 Gamma0
N=10, |m|=3: rate = 3.338646e-01 Gamma0
N=10, |m|=4: rate = 3.566070e-02 Gamma0
N=10, |m|=5: rate = 4.682337e-03 Gamma0
N=10, lowest rate by diagonalization = 4.682337e-03 Gamma0
N=10, m=5: orders +5 and -5 together = 4.682337e-03 Gamma0
N=10, m=5: orders +15 and -15 together = 4.136e-21 Gamma0
Darkest rate: site sum, asymptotic law, strict bound (Gamma0)
N=4: 1.08472e-01, 1.22280e-01, 1.99273e+00
N=6: 3.59029e-02, 4.05168e-02, 1.02454e+00
N=8: 1.27562e-02, 1.42394e-02, 5.19124e-01
N=10: 4.68234e-03, 5.16845e-03, 2.53878e-01
N=20: 3.77781e-05, 4.02226e-05, 5.20293e-03
N=40: 3.32453e-09, 3.44513e-09, 1.21635e-06
N=80: 3.50679e-17, 3.57430e-17, 3.50634e-14
N=160: 5.38750e-33, 5.44097e-33, 1.49630e-29
N=10: relative deviation from law = -9.405 %
N=40: relative deviation from law = -3.500 %
N=160: relative deviation from law = -0.983 %
N=10 to 12: slope = 0.491618 per emitter
N=40 to 42: slope = 0.462389 per emitter
N=160 to 162: slope = 0.453979 per emitter
N=11: darkest rate = 6.15921e-03 Gamma0
N=11: asymptotic law = 6.27851e-03 Gamma0
odd-N prefactor cosh(alpha) = 2.0000 (dimensionless)
limit of m^(1/3) J_m(m) = 0.447307 (dimensionless)
d=0.6 lambda, N=40: lowest rate = 5.12760e-01 Gamma0
d=0.6 lambda, N=80: lowest rate = 5.29121e-01 Gamma0
d=0.6 lambda, N=160: lowest rate = 5.65253e-01 Gamma0
no test failed
```
